# What an Imaginary Frequency in Density Functional Perturbation Theory Means

**Q:** I optimized ammonia with all four atoms held in a plane and then computed its vibrations from the linear response of the density. One comes out at $804i\ \mathrm{cm^{-1}}$. An imaginary frequency means decay, so I read it as a strongly damped mode. If not that, the calculation has failed. Which is it?

**A:** Let us see first what the calculation solves. Let $E(R)$ be the Born-Oppenheimer energy: the electronic ground-state energy at fixed nuclear positions $R$, plus the nuclear repulsion. Take a structure $R_0$ where all forces vanish, and displace the nuclei by $u$. To second order, in Hartree atomic units,

$$E=E_0+\tfrac12 u^{T}Ku,\qquad K_{ij}=\frac{\partial^2E}{\partial R_i\,\partial R_j}.$$

The force is $-Ku$, so Newton's equation is $M\ddot u=-Ku$, with $M$ the diagonal matrix of nuclear masses. Insert $u=M^{-1/2}e\,\exp(-i\omega t)$. Two time derivatives give $-\omega^2$, and multiplying from the left by $M^{-1/2}$ leaves

$$De=\omega^2e,\qquad D=M^{-1/2}KM^{-1/2}.$$

This $D$ is the dynamical matrix. It is real and symmetric here, and Hermitian for a crystal wave. With $e^\dagger e=1$ we have $\omega^2=e^\dagger De$, which equals its own complex conjugate. Thus $\omega^2$ is real, and the calculation returns its sign. A negative value, $\omega^2=-\kappa^2$ with $\kappa>0$, is what gets reported as an imaginary frequency.

**Q:** But with $\omega=-i\kappa$ your time factor becomes $\exp(-\kappa t)$. That is decay.

**A:** It is one of two solutions. The eigenvalue fixes $\omega^2$, so $\omega=+i\kappa$ is equally allowed and gives $\exp(+\kappa t)$. Write $Q$ for the amplitude of the mode. Then $\ddot Q=\kappa^2Q$, with general solution $Q=a\,e^{\kappa t}+b\,e^{-\kappa t}$. Starting at rest from $Q_0$ requires $a+b=Q_0$ and $a-b=0$, hence

$$Q(t)=Q_0\cosh\kappa t.$$

The displacement grows. Pure decay needs $a=0$, which means an initial velocity tuned to $-\kappa Q_0$.

**Q:** An overdamped oscillator also has purely imaginary frequencies. How do you know this isn't one?

**A:** Add friction and compare. With friction rate $\gamma\ge0$,

$$\ddot Q+\gamma\dot Q+\omega^2Q=0,$$

where $\omega^2$ is still the eigenvalue of $D$. The trial solution $e^{st}$ gives $s^2+\gamma s+\omega^2=0$. The two roots have sum $-\gamma$ and product $\omega^2$.

If $\omega^2>0$ and $\gamma>0$, the roots are either both real and negative or a complex pair with real part $-\gamma/2$. Both solutions decay. The overdamped oscillator belongs here: its eigenvalue of $D$ is positive, and friction makes its motion non-oscillatory.

If $\omega^2=-\kappa^2$, the product is negative, so the roots are real with opposite signs. The positive one is

$$s_+=-\frac{\gamma}{2}+\sqrt{\frac{\gamma^2}{4}+\kappa^2}.$$

For $\gamma=\kappa$ it is $0.618\,\kappa$, and for $\gamma=10\kappa$ it is still $0.099\,\kappa$. Friction of this kind slows the escape without turning it into decay.

**Q:** Could the electronic response have put some friction into $D$ already?

**A:** Look at what is differentiated. Write the energy as $E=F[n]+\int nV+E_{nn}$. Here $n$ is the electron density, $V$ the potential energy of an electron in the field of the nuclei, $E_{nn}$ the nuclear repulsion, and $F$ the rest, which depends on the nuclei only through $n$. Moving a nucleus changes $V$, $E_{nn}$ and $n$. At the ground state, however, $\delta E/\delta n$ is a constant, and the change of density integrates to zero because the number of electrons is fixed. The contribution from the changing density therefore drops out of the first derivative:

$$\frac{\partial E}{\partial R_i}=\int n\,\frac{\partial V}{\partial R_i}+\frac{\partial E_{nn}}{\partial R_i}.$$

Differentiate once more, now with the density free to change:

$$K_{ij}=\int\frac{\partial n}{\partial R_j}\frac{\partial V}{\partial R_i}+\int n\,\frac{\partial^2V}{\partial R_i\,\partial R_j}+\frac{\partial^2E_{nn}}{\partial R_i\,\partial R_j}.$$

Density functional perturbation theory supplies $\partial n/\partial R_j$, the static response of the ground state. No time or dissipation enters, so $K$ holds curvature and no lifetime. For molecules in an atom-centred basis the method is called coupled-perturbed Kohn-Sham theory. The basis functions move with the atoms and add terms, but the quantity computed is the same second derivative. I assume throughout a ground state that changes smoothly with $R$.

**Q:** Then what does my $804i$ say about the energy?

**A:** Displace along the eigenvector, $u=QM^{-1/2}e$, and insert this into the expansion:

$$E-E_0=\tfrac12Q^2\,e^TM^{-1/2}KM^{-1/2}e=\tfrac12\omega^2Q^2.$$

There is no linear term because the forces vanish, and for small enough $Q$ the higher terms are smaller than this one. With $\omega^2<0$ the energy falls for either sign of $Q$. Your planar structure is stationary but is not a minimum.

For ammonia we can write the mode down. Reflection in the molecular plane separates out-of-plane from in-plane motion. The four out-of-plane coordinates contain one translation and two tilts, which leaves one vibration: nitrogen moves against the plane of the hydrogens. Let $h$ be the height of N above that plane. With the centre of mass at rest, $m_Nz_N+3m_Hz_H=0$ and $z_N-z_H=h$, so

$$z_N=\frac{3m_H}{3m_H+m_N}\,h,\qquad z_H=-\frac{m_N}{3m_H+m_N}\,h.$$

The kinetic energy is $\tfrac12\mu\dot h^2$, with

$$\mu=\frac{m_N(3m_H)^2+3m_Hm_N^2}{(3m_H+m_N)^2}=\frac{3m_Hm_N}{3m_H+m_N}.$$

If $k$ is the curvature of the energy along $h$, then $\mu\ddot h=-kh$ and $\omega^2=k/\mu$.

I repeated your case in the local density approximation (Slater exchange, VWN correlation) with the 6-31G* basis, using five spherical d functions and the VWN5 parametrization; other conventions can shift the digits. The basis is small, so the ammonia frequencies, lengths and energies below belong to it and are not basis-set-limit values. The masses $m_N=25533$ and $m_H=1837.5$, in electron masses, give $\mu=4534$. The Hessian gives $k=-0.0609$ hartree/bohr². Therefore

$$\omega^2=\frac{-0.0609}{4534}=-1.34\times10^{-5},\qquad \kappa=3.66\times10^{-3}$$

in atomic units, which is your $804i\ \mathrm{cm^{-1}}$.

**Q:** My optimizer converged, though. The forces were practically zero.

**A:** They were, and the force along $h$ had to be zero. By reflection symmetry, the energy is the same at $h$ and $-h$, so its slope at $h=0$ vanishes whether the plane is a valley or a ridge. An optimizer that follows forces has no reason to leave it. Curvature distinguishes the two cases, and forces do not.

**Q:** I am still not ready to drop numerical failure. The same output lists $24i$ and $5i$ among the rigid motions of the molecule. Are those instabilities too?

**A:** No, and there your suspicion is right. Translating or rotating an isolated molecule cannot change its energy, so at a stationary point those six frequencies should be zero. My run gives magnitudes up to $28\ \mathrm{cm^{-1}}$, some real and some imaginary. They are numerical errors. The finite integration grid is a likely source, though I did not isolate it. An imaginary value of that size in a soft vibration would deserve the same distrust.

The way to decide is to compute energies without using the Hessian. Since the energy is even in $h$, write $\Delta(h)=E(h)-E_0\approx\tfrac12kh^2+ch^4$. Two step lengths eliminate $c$:

$$16\Delta(s)-\Delta(2s)=(8-2)ks^2+(16-16)cs^4=6ks^2.$$

With $s=0.1$ bohr, separate self-consistent calculations give $\Delta(0.1)=-0.2984$ and $\Delta(0.2)=-1.1169$ millihartree. So

$$k=\frac{16(-0.2984)+1.1169}{6(0.1)^2}\times10^{-3}\approx-0.061\ \text{hartree/bohr}^2.$$

This agrees with the Hessian to about 0.1% of the Hessian value. A displacement to $h=-0.2$ bohr lowers the energy by the same amount as one to $+0.2$. For contrast, I moved the atoms along one member of the degenerate stable pair at $1531\ \mathrm{cm^{-1}}$, by 0.08 bohr in the largest component. The size of the rise depends on which combination within the pair is taken, so the point is the comparison with the harmonic formula. Averaged over both signs, the energy rose by 0.4928 millihartree, and the harmonic formula gives 0.4925.

These checks show that the instability belongs to the energy surface of the chosen approximation. They do not show that this approximation describes the real molecule well. That is a separate question.

**Q:** Suppose I follow the eigenvector. Do I arrive at the correct structure?

**A:** You get a downhill direction at the starting point, and no more than that is guaranteed. The harmonic energy falls without limit, so it cannot tell you where to stop. At $h=0.5$ bohr it predicts $\tfrac12(-0.0609)(0.5)^2=-7.6$ millihartree, while the computed change is $-4.0$.

Along the straight path the lowest point is near $h=0.53$ bohr, at $-4.06$ millihartree. The path keeps each H at its planar distance from the axis, 1.907 bohr, so raising N stretches the bonds to $\sqrt{1.907^2+0.53^2}\approx1.98$ bohr. When that distance is allowed to relax together with $h$, it shrinks to 1.791 bohr. The height becomes 0.746 bohr and the bond length 1.940 bohr. The energy is then 8.33 millihartree, or 21.9 kJ/mol, below the planar structure. The straight path had found about half of this.

A second Hessian, at the relaxed pyramid, gives six real vibrational frequencies, the lowest at $1043\ \mathrm{cm^{-1}}$. That calculation is what identifies the pyramid as a local minimum.

**Q:** If the motion grows as $\cosh\kappa t$, does the molecule fly apart?

**A:** The growth law holds while the quadratic term dominates. I solved the classical motion in $h$ on a smooth curve through the scanned energies, starting at rest from 0.01 bohr. The time $1/\kappa$ is 6.6 fs. After twice that time the displacement had grown by a factor 3.76, as $\cosh2$ predicts. Later the rising energy turns the motion around, at $h=0.784$ bohr after 39 fs, and again at the same height after 117 fs. The equal heights reflect the absence of friction in this one-coordinate model. The result is a large anharmonic oscillation.

Real nuclei also have zero-point and thermal motion. If that motion spreads evenly over both signs of $h$, the average structure is planar even though the energy surface has a ridge there. The imaginary frequency is a statement about the static surface. By itself it does not settle the average structure at a given temperature.

**Q:** Could I remove the imaginary frequency by changing the masses?

**A:** You can change its size. Set $x=M^{1/2}u$; then $x^TDx=u^TKu$. The number of negative eigenvalues of a symmetric matrix is the largest dimension of a space on which its quadratic form is negative. Because $M^{1/2}$ is invertible, it carries such a space for $K$ into one of equal dimension for $D$, and back again. The number of unstable modes is therefore set by $K$ alone. Doubling the hydrogen mass changes $804i$ to $617i\ \mathrm{cm^{-1}}$, and there is still one unstable mode. In general the eigenvector changes as well.

**Q:** I have seen crystals with real frequencies at $q=0$ and imaginary ones at the zone boundary. What is the distortion then?

**A:** It is a wave with wavevector $q$, and it needs a larger cell to be seen. Take the real part of the displacement wave in a supercell that holds a whole number of wavelengths. The force constants and $\omega^2$ are real, so this real pattern still obeys $F_i=-m_i\omega^2u_i$ for each displacement coordinate $i$. A quadratic energy satisfies $\sum_iu_i\,\partial E/\partial u_i=2E$, where $E$ is now measured from the undistorted crystal. With $F_i=-\partial E/\partial u_i$ this gives

$$E=-\tfrac12\sum_iu_iF_i=\tfrac12\omega^2\sum_im_iu_i^2.$$

A negative $\omega^2$ again lowers the energy, within the harmonic expansion.

A chain with one atom per cell shows how $q=0$ can miss this. Let the spacing be $a$, the atomic mass $M$, and the springs to first and second neighbours $k_1$ and $k_2$:

$$M\ddot u_n=k_1(u_{n+1}+u_{n-1}-2u_n)+k_2(u_{n+2}+u_{n-2}-2u_n).$$

For a wave $e^{i(qna-\omega t)}$ the first bracket becomes $-2(1-\cos qa)=-4\sin^2(qa/2)$ times $u_n$, and the second $-4\sin^2qa$ times $u_n$. Hence

$$\omega^2(q)=\frac4M\left[k_1\sin^2\frac{qa}{2}+k_2\sin^2qa\right].$$

Choose $k_1=-0.01$ and $k_2=0.01$ hartree/bohr², with $M=20000$ electron masses. At $q=0$ there is nothing but uniform translation, with $\omega=0$. At $qa=\pi/2$ the frequency is real. At $qa=\pi$,

$$\omega^2=\frac{4(-0.01)}{20000}=-2\times10^{-6},$$

which corresponds to $310i\ \mathrm{cm^{-1}}$. Neighbouring atoms move in opposite directions, and the cell doubles.

**Q:** How much energy does that gain per atom?

**A:** Put $u_n=A\cos(qna)$ into the energy formula. The average of $\cos^2(qna)=\tfrac12[1+\cos(2qna)]$ over the supercell is $\tfrac12$ for general $q$, because the cosine term sums to zero. At the zone boundary $\cos(2\pi n)=1$ for every atom, and the average is 1. The energy per atom is therefore

$$\frac{E}{N}=\tfrac14M\omega^2A^2\ \ (\text{general }q),\qquad \frac{E}{N}=\tfrac12M\omega^2A^2\ \ (qa=\pi).$$

With $A=0.1$ bohr, the boundary mode gives $\tfrac12(20000)(-2\times10^{-6})(0.01)=-2\times10^{-4}$ hartree, or $-0.2$ millihartree per atom. Adding up the individual spring energies gives the same number in the numerical check. This chain has no anharmonic terms, so it shows the direction of the instability but has no distorted minimum.

**Q:** So for an imaginary mode in a crystal, I should build the supercell and displace the atoms before calling it either noise or damping?

**A:** Yes. Check first that the forces vanish and that the value survives tighter numerical settings, which in a metal include the k-point mesh and the smearing. Check the lattice constants and the stress too: in a crystal the forces often vanish by symmetry at any cell size, and the sign of a soft mode can change with it. Then displace by a small amount along the real pattern and compare energies in the same supercell. If the energy falls as $\tfrac12\omega^2\sum_im_iu_i^2$ predicts, relax all the coordinates from there, the cell included unless it is deliberately held fixed, and compute the frequencies of the new structure, including those at nonzero $q$. The relaxed structure may have an instability of its own.

## Values computed for the example and the checks

```
PLANAR NH3, LDA/6-31G*
N-H length: 1.9070 bohr; largest force: 9.1e-07 Ha/bohr
total energy: -56.050441 Ha
masses N, H: 25533.2, 1837.5 m_e
vibrations (cm^-1): 804.2i, 1531.3, 1531.3, 3573.7, 3770.4, 3770.4
rigid motions, ideally zero (cm^-1): 24.2i, 5.1i, 5.6, 8.3, 10.0, 27.5
unstable omega^2: -1.34265e-05 a.u.; kappa: 3.66422e-03 a.u.
eigenvector z per unit h: N 0.1776, H -0.8224
reduced mass from mode: 4533.6 m_e; formula: 4533.6 m_e
curvature from Hessian: -0.06087 Ha/bohr^2
curvature from energies: -0.06095 Ha/bohr^2
scan h = 0.1 bohr: energy change -0.2984 mHa
scan h = 0.2 bohr: energy change -1.1169 mHa
scan h = 0.4 bohr: energy change -3.3312 mHa
scan h = 0.5 bohr: energy change -4.0019 mHa
scan h = 0.6 bohr: energy change -3.8315 mHa
scan h = 0.8 bohr: energy change 0.5654 mHa
scan h = -0.2 bohr: energy change -1.1169 mHa
stable mode, largest component moved 0.08 bohr: rise 0.4928 mHa, harmonic 0.4925 mHa
H mass doubled: 617.2i cm^-1; frequency ratio 0.7675
LOWER-ENERGY STRUCTURE
straight-path minimum: h = 0.532 bohr, change -4.056 mHa
relaxed: rho = 1.7910 bohr, h = 0.7463 bohr
relaxed N-H: 1.9403 bohr; H-N-H angle: 106.14 degrees
relaxed energy change: -8.330 mHa = -21.87 kJ/mol
relaxed vibrations (cm^-1): 1043.3, 1654.9, 1654.9, 3374.2, 3520.7, 3520.7
MOTION
start h: 0.01 bohr at rest; 1/kappa: 6.601 fs
growth factor at 2/kappa: 3.757; cosh(2): 3.762
outer turning point: t = 39.03 fs, h = 0.7843 bohr
outer turning point: t = 117.10 fs, h = 0.7843 bohr
friction 0 kappa: growth rate 1.0000 kappa
friction 1 kappa: growth rate 0.6180 kappa
friction 10 kappa: growth rate 0.0990 kappa
SPRING CHAIN
k1 = -0.01, k2 = 0.01 Ha/bohr^2; M = 20000 m_e; A = 0.1 bohr; 8 cells
qa = 0.25 pi: omega^2 = 7.0711e-07 a.u. (184.6 cm^-1), energy/atom = 0.03536 mHa
qa = 0.50 pi: omega^2 = 1.0000e-06 a.u. (219.5 cm^-1), energy/atom = 0.05000 mHa
qa = 0.75 pi: omega^2 = -7.0711e-07 a.u. (184.6i cm^-1), energy/atom = -0.03536 mHa
qa = 1.00 pi: omega^2 = -2.0000e-06 a.u. (310.4i cm^-1), energy/atom = -0.20000 mHa
```
